# Which step captures an adatom drifting under an electromigration force?

## The problem

An adatom sits on a flat terrace between two parallel, straight atomic steps. An electric current in the metal exerts a force on it. The adatom wanders until it touches a step, where it is absorbed. It starts midway between the steps. With what probability does it end at the downwind step, and how does this depend on the force, the terrace width and the temperature?

Place the steps at $x=0$ and $x=L$, with $x$ normal to them. Let $F>0$ be the component of the force along $x$. "Downwind" means in the direction of the force on the adatom, so the downwind step is at $x=L$ whatever the sign of the adatom's effective charge. The model assumes the following:

- The force and the temperature $T$ are uniform, and the steps do not move during the crossing.
- Both steps absorb at first contact.
- The adatom does not desorb or meet other adatoms.
- Its motion is overdamped: it loses memory of its velocity over distances much shorter than $L$.
- The terrace is uniform along the steps and diffusion is isotropic, so motion parallel to the steps does not affect the outcome.

For numbers, take a Ni(111) surface on a current-carrying film at 500 K, with $L=300$ nm. The rough input values are a resistivity of 17 µΩ cm, a current density of 2 MA/cm² and an effective charge number of magnitude 10. The field is resistivity times current density,

$$
E=17\times2=34\ \text{V/cm}=3.4\times10^{-6}\ \text{V/nm},
$$

because the factors micro and mega cancel. Ten elementary charges in this field feel

$$
F=3.4\times10^{-5}\ \text{eV/nm}.
$$

When temperature is varied below, $F$ is held fixed. If the force itself changes with temperature, the appropriate $F(T)$ must be inserted.

## A first estimate by scaling

Let $D$ be the diffusion coefficient and $v$ the drift velocity. The two are linked by equilibrium. In the potential energy $-Fx$, a closed system has adatom density $c\propto e^{Fx/kT}$ and no net flux:

$$
0=vc-D\frac{dc}{dx}=\left(v-\frac{DF}{kT}\right)c .
$$

Hence $v=DF/kT$.

If the force is weak, diffusion sets the time spent on the terrace. The mean-square displacement along $x$ is $2Dt$, and the distance to either step is $L/2$. Setting $2Dt=(L/2)^2$ gives

$$
t\sim\frac{L^2}{8D}.
$$

During this time the drift carries the adatom a distance

$$
\delta=vt\sim\frac{FL^2}{8kT}.
$$

Without a force, the chance of ending at $x=L$ rises linearly from 0 at one step to 1 at the other, so a displacement $\delta$ of the starting point raises it by $\delta/L$. The estimate is therefore

$$
p\approx\frac12+\frac{FL}{8kT}.
$$

The diffusion coefficient has cancelled: a faster adatom drifts faster but has less time to drift.

At 500 K, $kT=0.04309$ eV, and the estimated bias is

$$
\frac{FL}{8kT}=\frac{3.4\times10^{-5}\times300}{8\times0.04309}=0.0296 .
$$

About 53 adatoms in 100 should go downwind. The estimate cannot hold for every width, since it exceeds 1 when $FL>4kT$.

## The exact solution of the model

Let $u(x)$ be the probability that an adatom now at $x$ reaches $L$ before 0. After a short time $dt$ it has moved by a random amount $\Delta$, but its chance of eventual success, averaged over that move, is unchanged:

$$
u(x)=\langle u(x+\Delta)\rangle .
$$

To first order in $dt$, $\langle\Delta\rangle=v\,dt$ and $\langle\Delta^2\rangle=2D\,dt$. Expanding the right-hand side gives

$$
u=u+u'v\,dt+\tfrac12u''\,2D\,dt .
$$

Cancel $u$, divide by $D\,dt$, and define $f=F/kT=v/D$:

$$
u''+fu'=0,\qquad u(0)=0,\qquad u(L)=1 .
$$

The boundary values state that an adatom at a step has already been captured there. The equation for $u'$ is of first order, with solution $u'=Ce^{-fx}$. Integrating from 0, where $u=0$, gives

$$
u(x)=\frac{C}{f}\left(1-e^{-fx}\right).
$$

The condition $u(L)=1$ fixes $C/f=1/(1-e^{-fL})$, so

$$
u(x)=\frac{1-e^{-fx}}{1-e^{-fL}} .
$$

At the midpoint, write $y=e^{-fL/2}$. The denominator is $1-y^2=(1-y)(1+y)$, and one factor cancels:

$$
\boxed{p=\frac{1}{1+e^{-FL/2kT}}}
$$

The exponent contains the work $FL/2$ done by the force over half the terrace. The ratio of the two outcomes is $p/(1-p)=e^{FL/2kT}$, a Boltzmann factor for that work: the steps differ in potential energy by $FL$, but the odds from the midpoint involve half of this difference.

For the example, $FL/2=5.1\times10^{-3}$ eV and $FL/2kT=0.1184$. Then

$$
p=\frac1{1+e^{-0.1184}}=0.5296 .
$$

### The same result on the atomic lattice

The continuum derivation ignores the discrete sites. On an fcc(111) terrace an adatom hops between two kinds of hollow, called fcc and hcp, which may differ in energy. If the steps follow close-packed rows, the sites form rows parallel to the steps. Number the rows by $i$, and let $w_i^+$ and $w_i^-$ be the total hop rates from row $i$ to the next row downwind and upwind. Averaging over the first hop gives

$$
(w_i^++w_i^-)u_i=w_i^+u_{i+1}+w_i^-u_{i-1},
$$

which rearranges to

$$
u_{i+1}-u_i=\frac{w_i^-}{w_i^+}(u_i-u_{i-1}).
$$

Each increment is the previous one times a ratio of rates. Local detailed balance requires the forward and backward rates across one gap, of length $d_i$, to obey

$$
\frac{w_i^+}{w_{i+1}^-}=\exp\left[\frac{E_i-E_{i+1}+Fd_i}{kT}\right],
$$

where $E_i$ is the site energy without the force. The number of hop paths across a gap is the same in both directions, so it cancels.

Now multiply the factors $w_i^-/w_i^+$ over one lattice period $b$, which contains one fcc and one hcp row. Because the rates repeat, each $w_i^-$ in the product can be replaced by $w_{i+1}^-$ without changing the whole. The site energies cancel, the gaps add to $b$, and the product is

$$
q=e^{-Fb/kT}.
$$

The increase of $u$ over each period is thus $q$ times that over the preceding period. Let the start be $N$ periods from either step, with all three on equivalent rows, so that $L=2Nb$. Summing the geometric series,

$$
p=\frac{1+q+\cdots+q^{N-1}}{1+q+\cdots+q^{2N-1}}
=\frac{1-q^N}{1-q^{2N}}=\frac1{1+q^N}.
$$

Since $q^N=e^{-FL/2kT}$, this is the continuum result. Under these conditions, neither the hop barriers nor the energy difference between the hollows changes $p$.

## Comparing the estimate with the solution

Multiplying the numerator and denominator of $p$ by $e^{FL/4kT}$ gives the equivalent form

$$
p=\frac12+\frac12\tanh\left(\frac{FL}{4kT}\right).
$$

With $\tanh z=z-z^3/3+\cdots$ and $\phi=FL/kT$,

$$
p-\frac12=\frac{\phi}{8}-\frac{\phi^3}{384}+\cdots .
$$

The first term is the scaling estimate, including its factor of 8. To leading order, the estimate is too large by a fraction $\phi^2/48$ of the bias. For the 300 nm terrace, $\phi=0.237$ and this fraction is about 0.1%.

At the same force and temperature, other widths give:

| $L$ (nm) | Estimate | Solution |
|---:|---:|---:|
| 30 | 0.503 | 0.503 |
| 100 | 0.510 | 0.510 |
| 300 | 0.530 | 0.530 |
| 1000 | 0.599 | 0.597 |
| 3000 | 0.796 | 0.766 |

The reason for both the agreement and the eventual failure lies in the time on the terrace. While the adatom remains there, its mean displacement grows by $v\,dt$ in each interval $dt$. At capture its mean position is therefore $L/2+v\langle t\rangle$. It is also $pL$, because the adatom ends at $L$ with probability $p$ and at 0 otherwise. Equating the two gives

$$
\langle t\rangle=\frac{L}{v}\left(p-\frac12\right)
=\frac{L}{2v}\tanh\left(\frac{FL}{4kT}\right).
$$

For weak force the hyperbolic tangent equals its argument, and $v=DF/kT$ turns this into $L^2/8D$. The scaling argument used the correct zero-force time, which is why its coefficient is correct. A stronger force shortens the stay, and the estimate misses this.

In the opposite limit, $FL\gg kT$, the time approaches the drift time $L/2v$ and

$$
1-p\approx e^{-FL/2kT}.
$$

Reaching the upwind step then requires a climb of $FL/2$ against the force, and such events become exponentially rare.

### Width and temperature

Solving $p/(1-p)=e^{FL/2kT}$ for the width gives

$$
L=\frac{2kT}{F}\ln\frac{p}{1-p}.
$$

For $p=0.75$ the logarithm is $\ln3$ and $L=2.78$ µm. For $p=0.90$ it is $\ln9=2\ln3$, so the width doubles to 5.57 µm.

At fixed force, heating weakens the bias. With $a=FL/2kT$, differentiation of $p=1/(1+e^{-a})$ gives $dp/da=p(1-p)$, while $da/dT=-a/T$. Thus

$$
\frac{dp}{dT}=-p(1-p)\frac{FL}{2kT^2},
$$

or $-5.9\times10^{-5}$ per kelvin for the example. The 300 nm terrace has $p=0.537$ at 400 K and $0.525$ at 600 K. Higher temperature increases the thermal energy against which the work of the force is measured. This trend holds at fixed force only. The resistivity of bulk Ni roughly doubles between 400 and 600 K (about 12 to 25 µΩ cm), so at fixed current density and fixed charge number $F$ would grow faster than $T$ and $p$ would rise, from about 0.526 to 0.537. Which trend a real film shows depends on how the effective charge changes with temperature, which this model does not supply.

## When the two steps are not equal

A terrace normally has an ascending step on one side and a descending step on the other. Attachment at the descending step can require an extra energy $E_s$. Suppose this is the downwind step.

Let the last hop have normal length $s$, and let its rate be reduced by the factor $r=e^{-E_s/kT}$. The force changes the rates very little over one hop, so near the step $u$ would normally rise by $su'$ in this hop. The recursion above shows that reducing the forward rate by $r$ enlarges the increment to $su'/r$. If $u_{\text{last}}$ is the value on the last row, the smooth solution extrapolated to the step is $u(L)=u_{\text{last}}+su'$, whereas actual capture requires $1=u_{\text{last}}+su'/r$. Subtraction gives

$$
1-u(L)=\ell u'(L),\qquad \ell=s\left(e^{E_s/kT}-1\right).
$$

The barrier acts through the length $\ell$. Insert $u=A(1-e^{-fx})$, which still satisfies $u(0)=0$:

$$
1-A(1-e^{-fL})=\ell Afe^{-fL}.
$$

Solving for $A$ and setting $x=L/2$,

$$
p=\frac{1-e^{-fL/2}}{1-e^{-fL}+f\ell e^{-fL}} .
$$

At zero force $u$ is linear and this becomes $p=(L/2)/(L+\ell)\approx1/2-\ell/2L$. The barrier's effect falls as $1/L$, while that of the force grows as $L$, so they must cancel at some width. Setting $p=1/2$ and again using $y=e^{-fL/2}$,

$$
2(1-y)=1-y^2+f\ell y^2
\quad\Rightarrow\quad (1-y)^2=f\ell y^2 .
$$

Taking the positive root, $1/y=1+\sqrt{f\ell}$, and hence

$$
L=\frac2f\ln\left(1+\sqrt{f\ell}\right).
$$

For Ni, a nearest-neighbour distance of 0.249 nm puts adjacent hollows $0.249/\sqrt3=0.1438$ nm apart. The row gaps alternate between this length and half of it. Taking the longer gap as the last hop, and a rough $E_s=0.10$ eV, gives $\ell=1.32$ nm. The cancellation width is then about 80 nm; if the last gap is the short one, $\ell$ is halved and the width is about 57 nm. On a 30 nm terrace $p=0.482$: most adatoms starting at the midpoint end upwind, despite the force.

At 300 nm the barrier lowers $p$ by only about 0.002. If it lies at the upwind step instead, reverse the sign of $F$ in the formula and take the complement; the barrier then raises $p$ by about 0.002. These numbers are sensitive to $E_s$, which enters exponentially. With 0.20 eV at the downwind step, $p$ at 300 nm falls by about 0.02 and the cancellation width grows to about 260 nm.

## How far the model can be trusted

For the other neglected effects, the number of hops is useful. From an fcc site the three hops have normal components $s,-s/2,-s/2$. Without a force their mean is zero and their mean square is $(s^2+s^2/4+s^2/4)/3=s^2/2$. The hcp hops have opposite signs and the same mean square. Because successive hops have zero mean, their cross terms vanish, and after $n$ hops the mean-square displacement is $ns^2/2$. At capture the squared displacement is $(L/2)^2$, so the mean number of hops is

$$
n=\frac{L^2}{2s^2}=2.2\times10^6 .
$$

The following estimates use rough energies:

- **Desorption.** With barriers of 3.0 eV for desorption and 0.20 eV for diffusion, and equal attempt rates, the chance per crossing is about $n e^{-2.8\,\text{eV}/kT}\sim10^{-22}$. This is an upper estimate: desorption and adatom formation energies add up to the cohesive energy of Ni, about 4.4 eV, so the 0.90 eV used below implies about 3.5 eV for desorption and a still smaller chance.
- **Encounters.** An adatom formation energy of 0.90 eV gives an equilibrium site occupation $\theta=e^{-0.90\,\text{eV}/kT}=8.5\times10^{-10}$. Since both adatoms move, about $2n\theta=0.004$ contacts occur per crossing, counting repeated contacts with the same adatom. At the 2.78 µm width needed for $p=0.75$ this count rises to 0.3. A path in the plane revisits many of its sites, so the chance of meeting another adatom at all is several times smaller than these counts. The counts depend exponentially on the formation energy: with 0.70 eV there would be about 0.4 contacts per crossing at 300 nm. Deposition would add further adatoms.
- **Temperature gradient.** A heat of transport $Q=0.10$ eV and a gradient of 1 K/µm give a thermal force of size $Q|dT/dx|/T$, about 0.6% of $F$. Here $Q$ is defined by the flux law $-D\,(c'+cQT'/kT^2)$, and for positive $Q$ this force points to the colder side. With that definition, the faster diffusion on the hotter side adds a shift towards the hotter step; for the 0.20 eV diffusion barrier it equals that of a force of about 1.2% of $F$, so the two partly cancel and about 0.6% remains. The split between the two parts depends on the hop model: if each rate is set by the temperature of the site being left, faster hopping on the hot side does not shift $p$ at all.
- **Long flights.** If the adatom flew five hop lengths before losing its velocity, widening the terrace by one such flight at each end would raise $p$ by about $10^{-4}$.

With these inputs, the effective charge matters more than any effect in this list, though a step barrier of 0.20 eV would matter about as much. With all else fixed, charge numbers of 5 and 20 give $p=0.515$ and $0.559$ at 300 nm.

A current density of a few MA/cm² belongs to the regime of accelerated interconnect tests, but a 300 nm terrace requires a well-aligned surface. One Ni(111) step is $0.249\sqrt{2/3}=0.203$ nm high, so this spacing corresponds to a miscut of only about 0.04°. A miscut ten times larger gives 30 nm terraces, where $p$ is 0.503 for equal steps and 0.482 with the assumed downwind barrier. Real interconnects also break the assumption of a clean, free surface: an oxide or capping layer changes the sites, the force and the capture at steps. The present model cannot say how far that moves $p$. Its numbers apply to a clean terrace with the stated inputs, and they are not measurements on a device.

Numerical values quoted here were computed with a short program.
